\section*{Forward-backward asymmetry from photon and Z exchange in electron-positron annihilation}

An electron and a positron annihilate into a fermion $f$ and its antiparticle,
\begin{equation}
e^-(p_1)+e^+(p_2)\to f(k_1)+\bar f(k_2),\qquad s=(p_1+p_2)^2 .
\end{equation}
In the centre-of-mass frame $\theta$ is the angle between the outgoing $f$ and the incoming electron. If $\sigma_F$ and $\sigma_B$ are the cross sections for $\cos\theta>0$ and $\cos\theta<0$, the forward-backward asymmetry is
\begin{equation}
A_{FB}=\frac{\sigma_F-\sigma_B}{\sigma_F+\sigma_B}.
\label{def}
\end{equation}
The problem is to find $A_{FB}$ as a function of energy when both a photon and a $Z$ can be exchanged.

\textbf{Assumptions.} The beams are unpolarised, all fermion masses are neglected, and the amplitude is of tree level, with a constant width $\Gamma$ in the propagator of the $Z$, whose mass is $M$, to keep it finite on resonance. The case $f=e$ is excluded because it has an additional exchange in the $t$ channel, and $f=\nu_e$ because it has $W$ exchange. Radiation of photons is left out.

\textbf{Conventions.} Units are $\hbar=c=1$, with energies in GeV; the metric is $(+,-,-,-)$. With $P_{L,R}=(1\mp\gamma_5)/2$, the photon vertex is $-ieQ\gamma^\mu$ and the $Z$ vertex is $-ig_Z\gamma^\mu(g_LP_L+g_RP_R)$, where
\begin{equation}
g_L=T_3-Q\sin^2\theta_W,\quad g_R=-Q\sin^2\theta_W,\quad
r\equiv\frac{g_Z^2}{e^2}=\frac{1}{\sin^2\theta_W\cos^2\theta_W}.
\end{equation}
Here $Q$ is the charge in units of $e>0$ and $T_3$ the weak isospin of the left-handed fermion. A superscript $e$ or $f$ on a coupling names the fermion.

\section*{(a) Which helicity amplitudes survive?}

Show that four spin combinations contribute, and that the term $q_\mu q_\nu/M^2$ in the $Z$ propagator does not.

\textbf{Solution.} The matrix $\gamma_5$ anticommutes with $\gamma^\mu$, so $\gamma^\mu P_L=P_R\gamma^\mu$. Using $P_L=P_L^2$,
\begin{equation}
\bar v\gamma^\mu P_Lu=\bar vP_R\gamma^\mu P_Lu
=\overline{(P_Lv)}\,\gamma^\mu(P_Lu),
\end{equation}
because $\bar vP_R=v^\dagger\gamma^0P_R=v^\dagger P_L\gamma^0$. Both spinors at a vertex therefore have the same chirality. The same holds with $L$ and $R$ exchanged. There are two choices for the initial pair and two for the final pair: four amplitudes, labelled $ij$ with $i,j\in\{L,R\}$, where $i$ is the chirality of $e^-$ and $j$ that of $f$.

For a massless particle, chirality $L$ means helicity $-\tfrac12$. A $v$ spinor of chirality $L$ describes an antiparticle of helicity $+\tfrac12$. Particle and antiparticle thus have opposite helicities in every surviving amplitude.

With $q=p_1+p_2$ and the massless Dirac equations $\bar v(p_2)\gamma\cdot p_2=0$ and $\gamma\cdot p_1u(p_1)=0$,
\begin{equation}
q_\mu\bar v\gamma^\mu P_Lu
=\bar v\,(\gamma\cdot p_2)P_Lu+\bar vP_R(\gamma\cdot p_1)u=0 .
\end{equation}
So the $q_\mu q_\nu$ term drops out. The count of four relies on vanishing masses, which make chirality and helicity equivalent. For the $q_\mu q_\nu$ term it is enough that the fermions at one of the two vertices are massless.

\section*{(b) How do the amplitudes depend on angle?}

Evaluate the currents $J_i^\mu=\bar v(p_2)\gamma^\mu P_iu(p_1)$ and $K_j^\mu=\bar u(k_1)\gamma^\mu P_jv(k_2)$, and contract them.

\textbf{Solution.} In the chiral basis $\psi=(\psi_L,\psi_R)$ one has $\gamma^0\gamma^k=\mathrm{diag}(-\sigma_k,\sigma_k)$. The massless Dirac equation, which $u$ and $v$ both obey, requires $\boldsymbol\sigma\cdot\hat{\mathbf p}\,\psi_L=-\psi_L$ and $\boldsymbol\sigma\cdot\hat{\mathbf p}\,\psi_R=+\psi_R$. Each spinor is normalised to $\sqrt{2E}$ times a unit two-spinor, and $2E=\sqrt s$.

Let the electron move along $+z$ and the positron along $-z$. For chirality $L$ the electron two-spinor is $\xi=(0,1)^T$ and the positron two-spinor is $\eta=(1,0)^T$. Then $\eta^\dagger\xi=0$ and $\eta^\dagger\boldsymbol\sigma\xi=(1,-i,0)$. For chirality $R$ the two spinors are interchanged, which gives $(1,i,0)$. With the signs of $\gamma^0\gamma^k$,
\begin{equation}
J_L=-\sqrt s\,(0;1,-i,0),\qquad J_R=\sqrt s\,(0;1,i,0).
\end{equation}

The final current has the particle and antiparticle spinors in the opposite order, so it is the complex conjugate of a current of the first type, rotated by $\theta$ about the $y$ axis. The rotation takes $\hat{\mathbf x}$ to $(\cos\theta,0,-\sin\theta)$ and leaves $\hat{\mathbf y}$ fixed. Hence
\begin{equation}
K_L=-\sqrt s\,(0;\cos\theta,i,-\sin\theta),\quad
K_R=\sqrt s\,(0;\cos\theta,-i,-\sin\theta).
\end{equation}
The spatial part of the metric supplies a minus sign in each contraction:
\begin{align}
J_L\cdot K_L&=-s[\cos\theta+(-i)(i)]=-s(1+\cos\theta),\\
J_L\cdot K_R&=+s[\cos\theta+(-i)(-i)]=-s(1-\cos\theta),\\
J_R\cdot K_L&=+s[\cos\theta+(i)(i)]=-s(1-\cos\theta),\\
J_R\cdot K_R&=-s[\cos\theta+(i)(-i)]=-s(1+\cos\theta).
\end{align}

These factors express conservation of angular momentum. In the $LL$ case the initial state has spin projection $-1$ along the electron direction, and the final state has $-1$ along the direction of $f$. At $\theta=\pi$ these axes are opposite, so the transition is forbidden. In the $LR$ case it is forbidden at $\theta=0$.

\section*{(c) What is the sum of the two exchanges?}

\textbf{Solution.} The two photon vertices and the photon propagator $-ig_{\mu\nu}/s$ give
\begin{equation}
(-ie)^2Q_eQ_f\,\frac{-i}{s}\,J\cdot K=i\,\frac{e^2Q_eQ_f}{s}\,J\cdot K .
\end{equation}
The $Z$ term has the same phase factors, with $e^2Q_eQ_f$ replaced by $g_Z^2g_i^eg_j^f$ and $1/s$ by $1/(s-M^2+iM\Gamma)$. Adding them before squaring,
\begin{align}
\mathcal M_{ij}&=-e^2F_{ij}(1\pm\cos\theta),\qquad
F_{ij}=Q_eQ_f+\chi\,g_i^eg_j^f,\label{F}\\
\chi(s)&=\frac{r\,s}{s-M^2+iM\Gamma}.\label{chi}
\end{align}
The upper sign holds for $i=j$, the lower for $i\ne j$. The photon and $Z$ amplitudes have the same angular factor for given helicities. An asymmetry can arise only because the four strengths $|F_{ij}|$ differ.

\section*{(d) How does the asymmetry follow from the four strengths?}

\textbf{Solution.} The four helicity configurations are distinguishable, so their squares add. The flux, phase-space, spin-average and colour factors do not depend on $\theta$ and cancel in (\ref{def}). The integrals needed are
\begin{equation}
\int_0^1(1+c)^2dc=\frac{8-1}{3}=\frac73,\qquad
\int_{-1}^0(1+c)^2dc=\frac13,
\end{equation}
and for $(1-c)^2$ the two values are interchanged. Each equal-chirality term contributes $+2$ to the difference and $\tfrac83$ to the sum; each opposite-chirality term contributes $-2$ and $\tfrac83$. Since $2/(8/3)=3/4$,
\begin{equation}
A_{FB}=\frac34\,\frac DS,\label{afb}
\end{equation}
\begin{align}
D&=|F_{LL}|^2+|F_{RR}|^2-|F_{LR}|^2-|F_{RL}|^2,\\
S&=|F_{LL}|^2+|F_{RR}|^2+|F_{LR}|^2+|F_{RL}|^2 .
\end{align}
Because $|D|\le S$, the asymmetry lies between $-\tfrac34$ and $+\tfrac34$.

\section*{(e) Which couplings produce it?}

Express $D$ and $S$ through $v=g_L+g_R$, $a=g_L-g_R$ and $G=g_L^2+g_R^2$.

\textbf{Solution.} Squaring (\ref{F}) gives
\begin{equation}
|F_{ij}|^2=Q_e^2Q_f^2+2Q_eQ_f\,g_i^eg_j^f\,\mathrm{Re}\,\chi
+|\chi|^2(g_i^e)^2(g_j^f)^2 .
\end{equation}
In $D$ the sign of each term can be written $\epsilon_i\epsilon_j$, with $\epsilon_L=1$ and $\epsilon_R=-1$, so every double sum is a product of two single sums:
\begin{equation}
\sum_i\epsilon_i=0,\quad \sum_i\epsilon_ig_i=a,\quad
\sum_i\epsilon_ig_i^2=g_L^2-g_R^2=va .
\end{equation}
In $S$ the corresponding sums are $2$, $v$ and $G$. Therefore
\begin{align}
D&=2Q_eQ_f\,a_ea_f\,\mathrm{Re}\,\chi+|\chi|^2v_ea_ev_fa_f,\label{D}\\
S&=4Q_e^2Q_f^2+2Q_eQ_f\,v_ev_f\,\mathrm{Re}\,\chi+|\chi|^2G_eG_f.\label{S}
\end{align}
The photon alone contributes nothing to $D$: its coupling is the same for both chiralities. The interference term needs an axial coupling at both vertices. The pure $Z$ term needs vector and axial couplings at both.

\section*{(f) What is the asymmetry on the pole?}

Treat first the $Z$ alone, then include the photon. Use $A_f=(g_L^2-g_R^2)/(g_L^2+g_R^2)=v_fa_f/G_f$.

\textbf{Solution.} Without the photon only the terms in $|\chi|^2$ remain, and $|\chi|^2$ cancels:
\begin{equation}
A_{FB}^{Z}=\frac34\,\frac{v_ea_e}{G_e}\,\frac{v_fa_f}{G_f}
=\frac34A_eA_f .
\end{equation}
This holds at every energy, not just on resonance. The factor $A_e$ measures how unequally left- and right-handed electrons produce the $Z$, and $A_f$ how unequally it decays to the two chiralities of $f$.

With the photon included, set $s=M^2$ in (\ref{chi}): $\chi=-irM/\Gamma$ is imaginary, while the photon term is real. The interference vanishes in both $D$ and $S$, but the photon's own rate $4Q_e^2Q_f^2$ stays in $S$. Dividing numerator and denominator by $|\chi|^2G_eG_f$,
\begin{equation}
A_{FB}(M^2)=\frac34\,\frac{A_eA_f}{1+\delta},\qquad
\delta=\frac{4Q_e^2Q_f^2\,\Gamma^2}{M^2r^2G_eG_f}.\label{pole}
\end{equation}
The familiar value $\tfrac34A_eA_f$ is thus the pole value once the photon's small share of the rate is dropped.

\section*{(g) Does the sign change at the pole?}

\textbf{Solution.} Write $N=(s-M^2)^2+M^2\Gamma^2$. From (\ref{chi}),
\begin{equation}
\mathrm{Re}\,\chi=\frac{r\,s(s-M^2)}{N},\qquad |\chi|^2=\frac{r^2s^2}{N}.
\label{rechi}
\end{equation}
Insert these in (\ref{D}) and take out the common factors. For a charged $f$,
\begin{align}
D&=\frac{r\,s\,a_ea_f}{N}\left[2Q_eQ_f(s-M^2)+r\,s\,v_ev_f\right]\nonumber\\
&=\frac{2r\,s\,Q_eQ_fa_ea_f}{N}\left[(1+\rho)s-M^2\right],\quad
\rho=\frac{r\,v_ev_f}{2Q_eQ_f}.\label{Dfac}
\end{align}
The zero at positive $s$ is
\begin{equation}
s_0=\frac{M^2}{1+\rho}.\label{zero}
\end{equation}
The width enters only through the positive factor $N$, so it does not move the zero.

The signs remain to be traced. Here $a_f=T_3$, and for charged Standard Model fermions $Q_f$ and $T_3$ have the same sign. Hence $Q_eQ_fa_ea_f=(Q_ea_e)(Q_fa_f)>0$, and $D$ has the sign of $s-s_0$. Next,
\begin{equation}
\frac{v_f}{Q_f}=\frac{T_3}{Q_f}-2\sin^2\theta_W
=\frac{1}{2|Q_f|}-2\sin^2\theta_W .
\end{equation}
This is positive for every charged fermion if $\sin^2\theta_W<\tfrac14$, the condition set by $|Q_f|=1$. Then $\rho>0$ and $s_0<M^2$. The asymmetry is negative below $\sqrt{s_0}$ and positive above it, and the crossing lies below the pole. At the pole itself the asymmetry is already positive, as (\ref{pole}) requires.

The interference changes sign at $M$ because the real part of the $Z$ propagator does. The positive pure $Z$ term shifts the zero of the sum downward. For a muon or tau neutrino $Q_f=0$, there is no interference, and $A_{FB}=\tfrac34A_eA_\nu$ at all energies within this model.

\section*{(h) What happens near the pole and far from it?}

\textbf{Solution.} Near the pole the $Z$ term dominates $S$, so $S\simeq|\chi|^2G_eG_f$. By (\ref{rechi}), $\mathrm{Re}\,\chi/|\chi|^2=(s-M^2)/(rs)$, and
\begin{equation}
A_{FB}\simeq\frac34\left[A_eA_f+
\frac{2Q_eQ_fa_ea_f}{r\,G_eG_f}\,\frac{s-M^2}{s}\right].
\end{equation}
With $s-M^2\simeq2M(\sqrt s-M)$ the slope at the pole is
\begin{equation}
\frac{dA_{FB}}{d\sqrt s}\simeq\frac{3\,Q_eQ_fa_ea_f}{r\,M\,G_eG_f}.\label{slope}
\end{equation}

For $s\ll M^2$, but with $s$ still far above the squared fermion masses, neglect $\Gamma^2/M^2$. Then $\mathrm{Re}\,\chi\simeq-rs/M^2$. The pure $Z$ term in $D$ is of order $s^2$, and $S\simeq4Q_e^2Q_f^2$, so
\begin{equation}
A_{FB}\simeq\frac34\,\frac{-2Q_eQ_fa_ea_f\,rs/M^2}{4Q_e^2Q_f^2}
=-\frac{3r\,a_ea_f}{8Q_eQ_f}\,\frac{s}{M^2}.\label{low}
\end{equation}
The $Z$ is visible at first order in $s/M^2$, through interference, well before it contributes appreciably by itself.

For $s\gg M^2$, $\chi\to r$, and (\ref{D}) and (\ref{S}) give a constant,
\begin{equation}
A_{FB}\to\frac34\,
\frac{2Q_eQ_fa_ea_f\,r+r^2v_ea_ev_fa_f}
{4Q_e^2Q_f^2+2Q_eQ_fv_ev_f\,r+r^2G_eG_f}.\label{high}
\end{equation}
This is a limit of the tree-level formula; radiative corrections at high energy are outside it.

\section*{(i) What are the numbers?}

Take the round model parameters $M=90$ GeV, $\Gamma=2.5$ GeV and $\sin^2\theta_W=0.23$, so $r=5.6465$. Evaluate the asymmetry for muons, and compare the pole values and zero crossings with those of up and down quarks.

\textbf{Solution.} The electron and muon have $g_L=-0.27$, $g_R=0.23$, $v=-0.04$, $a=-0.5$, $G=0.1258$ and $A=0.1590$.

\emph{Below the pole.} At 60 GeV, $\mathrm{Re}\,\chi=-4.506$. The interference part of $D$ is $2(0.25)(-4.506)=-2.253$, the pure $Z$ part is $0.008$, and $S=4.308$. Thus
\begin{equation}
A_{FB}=0.75\times\frac{-2.253+0.008}{4.308}=-0.391 .
\end{equation}

\emph{On the pole.} The $Z$ alone gives $0.75\times0.1590^2=0.01896$. The photon correction is
\begin{equation}
\delta=4\left(\frac{2.5}{90\times5.6465}\right)^2\frac{1}{0.1258^2}=0.0061,
\end{equation}
which lowers the asymmetry to $0.01884$. The pole value is small because $A$ is proportional to $v$, and $v$ nearly vanishes for $\sin^2\theta_W$ close to $\tfrac14$.

\emph{Above the pole.} At 120 GeV the two parts of $D$ are $6.445$ and $0.067$, and $S=6.674$, so $A_{FB}=0.732$. This is close to the ceiling $\tfrac34$, and the strengths show why: $|F_{LL}|=1.940$ and $|F_{RR}|=1.682$, but $|F_{LR}|=|F_{RL}|=0.202$. Since $g_Lg_R<0$, the photon term and the real part of the $Z$ term have opposite signs for opposite chiralities when $\mathrm{Re}\,\chi>0$, and at 120 GeV the $Z$ term, $-0.80$, cancels four fifths of the photon term, $1$. Below the pole the two terms oppose each other in $LL$ and $RR$ instead, and the asymmetry is $-0.703$ at 80 GeV.

\emph{The zero.} For muons $\rho=5.6465\times0.0016/2=0.00452$, and (\ref{zero}) gives
\begin{equation}
\sqrt{s_0}=\frac{90\ \mathrm{GeV}}{\sqrt{1.00452}}=89.80\ \mathrm{GeV},
\end{equation}
or 0.20 GeV below the pole. The slope (\ref{slope}) is $0.75/(5.6465\times90\times0.1258^2)=0.093$ per GeV, and $0.0188/0.093=0.20$ GeV reproduces this distance.

The quarks have larger $|v_f/Q_f|$, hence larger $\rho$ and a larger shift:
\begin{center}
\begin{tabular}{lccc}
$f$ & $\tfrac34A_eA_f$ & $A_{FB}$ at $M$ & $\sqrt{s_0}$ (GeV)\\
muon & 0.01896 & 0.01884 & 89.80\\
up & 0.08022 & 0.08003 & 88.56\\
down & 0.11166 & 0.11161 & 85.14
\end{tabular}
\end{center}
At 88 GeV the down-quark asymmetry is already $+0.068$, while the muon's is $-0.170$. A sign change placed at the pole would be wrong for the down quark by almost 5 GeV.

\emph{The limits.} At 30 GeV, $s/M^2=1/9$, and (\ref{low}) gives $-0.0588$ for muons against the full $-0.0660$. Most of the difference comes from replacing $s-M^2$ by $-M^2$ in the propagator: restoring that factor, $1/(1-\tfrac19)=\tfrac98$, gives $-0.0662$. At high energy (\ref{high}) gives $0.470$. The muon asymmetry falls towards it from $0.732$ at 120 GeV, through $0.554$ at 200 GeV, as $\mathrm{Re}\,\chi$ decreases and the cancellation in $LR$ and $RL$ becomes less complete.

The slope also shows where the tree-level description is fragile. Photon emission from the beams lowers the energy available to the $Z$. Near the pole a loss of only 0.2 GeV changes the muon asymmetry by about as much as its pole value, so a comparison with measured asymmetries must include this radiation.

The numerical output lists the asymmetries at further energies. The asymmetry obtained from $D/S$, its pole values and its zeros were tested by the program against explicit Dirac spinors, with all sixteen spin combinations summed and the angular integrals done numerically.

\section*{Calculated quantities}
\begin{verbatim}
Z mass M = 90.0 GeV, width = 2.5 GeV
sin^2(weak angle) = 0.23, r = 5.6465 (dimensionless)
Couplings (dimensionless); electron equals muon:
 muon: Q=-1.0000 gL=-0.2700 gR=0.2300 v=-0.0400 a=-0.5000 G=0.1258 A=0.1590
 up: Q=0.6667 gL=0.3467 gR=-0.1533 v=0.1933 a=0.5000 G=0.1437 A=0.6727
 down: Q=-0.3333 gL=-0.4233 gR=0.0767 v=-0.3467 a=-0.5000 G=0.1851 A=0.9365
 neutrino: Q=0.0000 gL=0.5000 gR=-0.0000 v=0.5000 a=0.5000 G=0.2500 A=1.0000
Muon: chi, |F_ij| in units e^2, and parts of D and S:
 60 GeV: Re chi=-4.5060 Im chi=-0.2253
  |F| LL,RR,LR,RL = 0.6717, 0.7617, 1.2799, 1.2799
  D interference=-2.2530 D pure Z=0.0081 S=4.3077
 90 GeV: Re chi=0.0000 Im chi=-203.2750
  |F| LL,RR,LR,RL = 14.8524, 10.7996, 12.6629, 12.6629
  D interference=0.0000 D pure Z=16.5283 S=657.9268
 120 GeV: Re chi=12.8899 Im chi=-0.4604
  |F| LL,RR,LR,RL = 1.9400, 1.6821, 0.2016, 0.2016
  D interference=6.4450 D pure Z=0.0665 S=6.6740
A_FB (dimensionless) for muon, up, down:
 30 GeV: -0.06598, -0.09866, -0.19320
 60 GeV: -0.39084, -0.52256, -0.58208
 80 GeV: -0.70257, -0.47747, -0.13754
 88 GeV: -0.17025, -0.03224, +0.06806
 90 GeV: +0.01884, +0.08003, +0.11161
 92 GeV: +0.19517, +0.18331, +0.15186
 100 GeV: +0.62937, +0.48193, +0.28235
 120 GeV: +0.73174, +0.70431, +0.46060
 200 GeV: +0.55441, +0.66839, +0.60541
Pole: (3/4)AeAf, delta, full A_FB (dimensionless):
 muon: 0.018957, 0.006117, 0.018841
 up: 0.080217, 0.002380, 0.080026
 down: 0.111664, 0.000462, 0.111612
Zero crossing and its distance below M:
 muon: 89.7974 GeV, 0.2026 GeV
 up: 88.5615 GeV, 1.4385 GeV
 down: 85.1391 GeV, 4.8609 GeV
High-energy limit of A_FB (dimensionless):
 muon: 0.4703
 up: 0.6043
 down: 0.6366
Muon neutrino A_FB at 60 GeV = 0.11924 (dimensionless)
\end{verbatim}
